# The dynamical-quadrupole limit of the electron-phonon vertex in nonpolar crystals

A polaron calculation needs the electron-phonon vertex at very many phonon wave vectors \(\mathbf q\), so it saves much work to compute the vertex on a coarse mesh and interpolate. Interpolation presumes a smooth function. In a polar crystal the \(1/q\) divergence due to the Born charges is subtracted first. Silicon has zero Born charges, so there seems to be nothing to subtract, and the vertex at \(\mathbf q=0\) seems to be a single number. For optical displacements this is wrong: the limit depends on the direction from which \(\mathbf q=0\) is approached. At some band states the value at \(\mathbf q=0\) is zero by symmetry while the limit along most directions is not, and a smooth interpolation through that zero then loses nearly all of the vertex at wave vectors well below the mesh spacing.

## Setting

Hartree atomic units are used until the numerical example. The crystal is an undoped insulator, with \(\Omega\) the volume of its primitive cell. Electrons respond statically and in the Hartree mean field. Atom \(\kappa\), at \(\mathbf R+\boldsymbol\tau_\kappa\), is displaced by \(\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\). \(V\) is the macroscopic (\(\mathbf G=0\)) part of the resulting electron potential energy, so \(V=-\Phi\), with \(\Phi\) the electrostatic potential. Repeated Cartesian indices are summed.

Displace one atom by a unit length along \(\alpha\), with the macroscopic electric field held at zero. The induced charge density \(\rho_{\kappa\alpha}(\mathbf r)\), measured from that atom, has the moments

\[
Z_{\kappa,\beta\alpha}=\int r_\beta\,\rho_{\kappa\alpha}\,d^3r,\qquad
Q_{\kappa,\alpha}^{\beta\gamma}=\int r_\beta r_\gamma\,\rho_{\kappa\alpha}\,d^3r .
\]

The first is the Born charge, the second the dynamical quadrupole. The result to be derived is

\[
V(\mathbf q)=\frac{4\pi}{\Omega}\sum_\kappa
\frac{i q_\beta Z_{\kappa,\beta\alpha}u_{\kappa\alpha}+\tfrac12 q_\beta q_\gamma Q_{\kappa,\alpha}^{\beta\gamma}u_{\kappa\alpha}}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q},
\tag{1}
\]

where \(\boldsymbol\varepsilon\) is the dielectric tensor with the atoms clamped.

## First derivation: charge, then screening

The Coulomb interaction \(4\pi/|\mathbf q+\mathbf G|^2\) is singular at small \(q\) only for \(\mathbf G=0\). Remove that one term, for electrons and ions alike, and carry its effect as a separate potential energy \(V\). The remaining response problem has finite interactions and, because of the gap, finite energy denominators. Its solutions are therefore smooth in \(\mathbf q\).

By linearity the macroscopic electron density is

\[
n=\bar n+\bar\chi V .
\]

Here \(\bar n\) is the field-free density caused by the displacement, and \(\bar\chi\) is the field-free response to a macroscopic potential energy. With the ionic charge \(\rho_{\rm ion}\), the field-free total charge is \(\bar\rho=\rho_{\rm ion}-\bar n\). Poisson's equation, with a minus sign for the electron's charge, gives

\[
V=-\frac{4\pi}{q^2}(\rho_{\rm ion}-n)
=-\frac{4\pi}{q^2}\bar\rho+\frac{4\pi}{q^2}\bar\chi V .
\]

Collecting \(V\) on the left,

\[
V=-\frac{4\pi\bar\rho}{q^2-4\pi\bar\chi}.
\]

A uniform potential moves no charge in an insulator. The matrix elements of \(e^{i\mathbf q\cdot\mathbf r}\) between filled and empty states start at order \(q\), and two of them enter \(\bar\chi\), so \(\bar\chi\) starts at order \(q^2\). Its coefficient defines the dielectric tensor through \(q^2-4\pi\bar\chi=\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q\) at leading order.

For the numerator, expand the exponential in the Fourier integral:

\[
\bar\rho=\frac1\Omega\sum_\kappa u_{\kappa\alpha}\int\Big(1-iq_\beta r_\beta-\tfrac12 q_\beta q_\gamma r_\beta r_\gamma+\dots\Big)\rho_{\kappa\alpha}\,d^3r .
\]

The first term vanishes because a displacement creates no net charge. The others give \(-iq_\beta Z_{\kappa,\beta\alpha}\) and \(-\tfrac12q_\beta q_\gamma Q_{\kappa,\alpha}^{\beta\gamma}\). The minus sign in front of \(4\pi\bar\rho\) turns both positive, which is equation (1).

The quadrupole contributes \(q^2\) above and \(q^2\) below. The magnitude of \(\mathbf q\) cancels and its direction stays.

## What the diamond structure leaves

Take the origin at a bond centre, atom 1 at \((1,1,1)a/8\) and atom 2 at the opposite point, with \(a\) the cubic lattice constant.

Each atom's site has twofold rotations about the cube axes. The rotation about \(x\) reverses \(y\) and \(z\), so a nonzero tensor component must contain \(y\) and \(z\) an even number of times together. The other rotations give the same rule for the other pairs. Hence \(x\), \(y\) and \(z\) all occur an even number of times, or all an odd number. With two indices only \(xx\), \(yy\) and \(zz\) survive; with three indices each letter must occur once. The threefold rotation, together with the symmetry of \(Q\) in \(\beta\gamma\), makes the surviving components equal:

\[
Z_{\kappa,\beta\alpha}=Z_\kappa\delta_{\beta\alpha},\qquad Q_{1,\alpha}^{\beta\gamma}=Q\,|\epsilon_{\alpha\beta\gamma}| ,
\]

with \(\epsilon_{\alpha\beta\gamma}\) the permutation symbol.

Inversion about the bond centre exchanges the atoms. It leaves a two-index tensor unchanged and reverses a three-index tensor, so \(Z_1=Z_2\) and \(Q_2=-Q_1\). A rigid translation of the neutral crystal creates no dipole, so \(Z_1+Z_2=0\). Both Born charges therefore vanish. The quadrupoles need not.

For an optical displacement, \(\mathbf u_1=\mathbf d\) and \(\mathbf u_2=-\mathbf d\). The two orders of \(\beta\gamma\) cancel the factor \(\tfrac12\), so atom 1 contributes \(Q(d_xq_yq_z+d_yq_zq_x+d_zq_xq_y)\). Atom 2 contributes the same, since its two minus signs cancel. With isotropic \(\varepsilon\),

\[
V(\hat{\mathbf q})=V_0\,\mathbf d\cdot\mathbf s,\qquad
V_0=\frac{8\pi Q}{\Omega\varepsilon},\qquad
\mathbf s=(\hat q_y\hat q_z,\;\hat q_z\hat q_x,\;\hat q_x\hat q_y).
\tag{2}
\]

The limit is finite. It is zero along the cube axes and changes sign between \([110]\) and \([1\bar10]\) when \(d_z\neq0\). Its average over all directions is zero, because \(\hat q_y\hat q_z\) is odd in \(\hat q_y\). For equal displacements, \(\mathbf u_1=\mathbf u_2\), the two atoms cancel and the finite limit is absent.

## From the potential to the band vertex

An electron also feels the potential inside the cell. The field-free part tends to the potential of a periodic displacement with \(\mathbf q=0\), and its diagonal matrix element is the slope \(\partial E_n/\partial\mathbf d\) of the band energy. The macroscopic part adds \(V\) times the overlap of the states at \(\mathbf k\) and \(\mathbf k+\mathbf q\), which tends to one with a suitable choice of phase. It also drives local fields at \(\mathbf G\neq0\), but these are proportional to the electric field, of order \(qV\), and vanish. For a nondegenerate band,

\[
g_n(\hat{\mathbf q})=\mathbf d\cdot\frac{\partial E_n}{\partial\mathbf d}+V_0\,\mathbf d\cdot\mathbf s .
\tag{3}
\]

On the line \(\Delta\), where \(\mathbf k\) points along \(x\), the slope vanishes. The twofold rotation about \(x\) preserves \(\mathbf k\) and reverses \(d_y\) and \(d_z\), so those slopes are zero. The fourfold screw rotation about \(x\) also preserves \(\mathbf k\), but it exchanges the atoms and so turns \(d_x\) into \(-d_x\), which removes the last one. The quadrupole term is then the entire limiting vertex. Silicon's conduction minima lie on these lines.

## Second derivation: force, then reciprocity

The same potential follows from the opposite question. Leave the atoms in place and ask how an added charge pushes them.

In a slowly varying macroscopic field \(\mathbf E\), the force on an atom is, to first order in the field gradient,

\[
f_\alpha=Z_{\beta\alpha}E_\beta+\tfrac12Q_\alpha^{\beta\gamma}\,\partial_\beta E_\gamma .
\tag{4}
\]

These coefficients are the moments defined earlier. At imposed \(\Phi\), the energy of the charge induced by a small displacement \(\mathbf u\) is

\[
\int\rho\,\Phi\,d^3r=u_\alpha\big(Z_{\beta\alpha}\partial_\beta\Phi+\tfrac12Q_\alpha^{\beta\gamma}\partial_\beta\partial_\gamma\Phi\big),
\]

and minus its derivative with respect to \(u_\alpha\), with \(\mathbf E=-\nabla\Phi\), is equation (4).

Add a weak test charge density of amplitude \(\rho_t\) and wave vector \(\mathbf q\). With the atoms fixed, the dielectric screens it to

\[
\Phi=\frac{4\pi\rho_t}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}.
\]

Then \(E_\beta=-iq_\beta\Phi\) and \(\partial_\beta E_\gamma=(iq_\beta)(-iq_\gamma)\Phi=q_\beta q_\gamma\Phi\), so the force amplitude is

\[
f_\alpha=K_\alpha\rho_t,\qquad
K_\alpha=4\pi\,\frac{-iq_\beta Z_{\beta\alpha}+\tfrac12q_\beta q_\gamma Q_\alpha^{\beta\gamma}}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}.
\]

Write each real wave as its complex amplitude times \(e^{i\mathbf q\cdot\mathbf r}\) plus the complex conjugate. The energy per volume that couples displacement and test charge must reproduce this force through \(f_\alpha=-\Omega\,\partial U/\partial u_\alpha^*\). It is therefore

\[
U=-\frac1\Omega\big(u_\alpha^*K_\alpha\rho_t+u_\alpha K_\alpha^*\rho_t^*\big).
\]

The same energy gives the potential that the displacement produces at the test charge:

\[
\Phi=\frac{\partial U}{\partial\rho_t^*}=-\frac1\Omega K_\alpha^*u_\alpha .
\]

Complex conjugation changes \(-iq_\beta\) to \(+iq_\beta\). With \(V=-\Phi\) and a sum over atoms, equation (1) returns.

This route shows why zero Born charges do not protect a crystal from long-range coupling. A uniform field exerts no force on the atoms of silicon, but a field gradient does. The field gradient of a point charge falls as \(1/r^3\), and its Fourier transform is of order \(q^2\cdot q^{-2}\), which is finite and directional.

## What each derivation assumes

The first derivation needs an explicit response equation, here the Hartree one, and a field-free response that is smooth in \(\mathbf q\). In return it describes the potential inside the cell and so yields the band vertex (3).

The second needs no equation for the electrons. It assumes that a static energy function exists, so that mixed derivatives are equal, and that the long-wavelength field obeys dielectric electrostatics. It gives the potential felt by a test charge. For an electron this is the macroscopic potential in the Hartree description; exchange and correlation between that electron and the others lie outside it.

Both need an insulator. Mobile carriers in static equilibrium add a constant to the denominator, \(\varepsilon q^2\to\varepsilon(q^2+k_D^2)\), with \(k_D\) their screening wave vector. The quadrupole term is then multiplied by \(q^2/(q^2+k_D^2)\) and vanishes as \(q\to0\).

In a polar crystal both terms of equation (1) can be present; the quadrupole term is absent if every atom sits at an inversion centre. For real displacements the Born term is imaginary and the quadrupole term real, so these two long-range parts add in \(|V|^2\) without a cross term. The split between quadrupole and short-range parts is not unique in general: adding \(c_\alpha\varepsilon_{\beta\gamma}\) to \(Q_\alpha^{\beta\gamma}\) changes \(V\) by \(2\pi c_\alpha u_\alpha/\Omega\), independent of direction. Only the anisotropy is free of this choice.

## A model crystal in numbers

The model has the diamond structure, \(a=0.54\) nm, and smooth ions of charge four with the electron-ion potential, in atomic units,

\[
v(q)=e^{-0.4q^2}\Big(-\frac{16\pi}{q^2}-12+12.5\,q^2\Big).
\]

Its electrons were solved self-consistently in the Hartree field with 89 plane waves. The linear-response equations were solved by conjugate gradients at \(q=0.058\) nm\(^{-1}\). \(Q\) and \(\varepsilon\) come from the field-free response along \([011]\).

The dependence on direction was computed with 32 \(\mathbf k\) points and \(\mathbf d\) along \([111]\), keeping the macroscopic Coulomb term in the equations. The table gives energies per displacement of each atom, in eV/nm, for the lowest conduction band at L and at \(0.8\,(2\pi/a)\) on \(\Delta\).

| \(\mathbf q\) along | \(V\) | vertex at L | vertex on \(\Delta\) |
|---|---:|---:|---:|
| \([100]\) | 0.0 | −30.2 | 0.0 |
| \([110]\) | −20.0 | −50.2 | −20.0 |
| \([1\bar10]\) | 20.0 | −10.3 | 20.0 |
| \([111]\) | −39.9 | −70.2 | −39.9 |

Equation (2), with the constants found along \([011]\), gives the same four values of \(V\) to the digits shown. A separate periodic displacement of the atoms gives a band slope of −30.2 eV/nm at L and 0.02 eV/nm on \(\Delta\), where symmetry requires zero. At L the two parts of equation (3) add along \([110]\) and partly cancel along \([1\bar10]\). On \(\Delta\) the quadrupole term stands alone.

With 256 \(\mathbf k\) points, \(\varepsilon=14.9\) and \(Q=-0.99\) e nm, or −18.8 e bohr. The sign depends on which atom is numbered 1. With \(\Omega=0.0394\) nm\(^3\) and the Coulomb constant 1.44 eV nm,

\[
V_0=\frac{8\pi(-0.993)(1.44)}{0.0394\times14.9}\approx-61\ \text{eV/nm}.
\]

For \(\mathbf q\) and \(\mathbf d\) along \([111]\), \(\mathbf d\cdot\mathbf s/d=1/\sqrt3\), and \(V\approx-35\) eV/nm.

These values are not converged in the \(\mathbf k\) mesh or in the plane-wave basis. With 2048 \(\mathbf k\) points \(\varepsilon\) is 13.3, \(Q\) is −0.84 e nm and \(V_0\) is −58 eV/nm. With 169 plane waves instead of 89, at 256 points, \(\varepsilon\) grows by 14%, \(Q\) by 17% in size and \(V_0\) by about 3%. The band slope at L is less steady: with 32 points, the larger basis changes it from −30.2 to −36.1 eV/nm. The prefactor is steadier than its two ingredients: from 32 to 256 points \(Q\) halves and \(\varepsilon\) falls from 27 to 15, while \(V_0\) changes by 13% of its value at 256 points. The computed Born charge, which must vanish, falls in size from 1.4 e to 0.11 e. It does not disturb the optical results, because equal Born charges cancel for opposite displacements.

For a phonon of energy \(\hbar\omega=60\) meV and atoms of mass \(M=28\) u, the zero-point amplitude of each atom, normalized to one cell, is \(\sqrt{\hbar/2M\omega}/\sqrt2=0.0025\) nm. The three optical modes are degenerate in this limit, and the root of their summed squared quadrupole couplings is \(|V_0|\,|\mathbf s|\) times this amplitude:

- along \([100]\), zero;
- along \([110]\), \(61.4\times0.002494\times\tfrac12\) eV, or 77 meV, in a transverse mode, since \(\mathbf s\) points along \(z\);
- along \([111]\), \(61.4\times0.002494/\sqrt3\) eV, or 88 meV, in the longitudinal mode.

The lattice constant, mass and phonon energy are rough silicon values, but the electrons are not silicon's. The model's gap is 0.29 eV against roughly 1.1 eV in silicon (with 32 points, going from 89 to 169 plane waves lowers the gap by about 0.08 eV), and its \(\varepsilon\) exceeds silicon's rough value of 12. The couplings therefore indicate a size and are no prediction for silicon.

An electron that emits this phonon and ends at the band bottom has \(q=\sqrt{2m\omega}\) in atomic units. For effective masses of 0.2 and 0.9, roughly those across and along the axis of a silicon valley, this is 0.56 and 1.2 nm\(^{-1}\). Along the axis itself \(V\) vanishes, so the larger value serves only as an upper bound for other directions. At these two wave vectors along \([111]\), \(V\) is smaller in size than its limit by 0.6% and about 3% with 32 \(\mathbf k\) points, and by 0.5% and about 2% with 256. The band vertex on \(\Delta\) departs further from the limit, because the states and the short-range part also change with \(\mathbf q\): with 256 points it is larger in size than the limit by up to 8% at 0.56 nm\(^{-1}\) and by 8 to 20% at 1.2 nm\(^{-1}\), depending on where the two states lie relative to \(0.8\,(2\pi/a)\).

Doping breaks the assumption that there are no mobile carriers. At 300 K and \(10^{16}\) cm\(^{-3}\), \(k_D=\sqrt{4\pi n/\varepsilon k_BT}\) is 0.022 nm\(^{-1}\), and static screening lowers the quadrupole term at \(q=0.56\) nm\(^{-1}\) by 0.15%. Since \(k_D^2\) grows in proportion to the carrier density \(n\), the same formula halves this term near \(7\times10^{18}\) cm\(^{-3}\). Both figures describe a static potential and nondegenerate carriers. Even then the long-wavelength form of the screening is too strong at this \(q\), and for carrier masses of 0.27 to 0.2 along \(\mathbf q\) it puts the halving density too low by roughly a quarter to a third. For the 60 meV phonon itself the static picture fails, because the carriers respond largely out of phase: the phase velocity \(\omega/q\) is only about 1.25 times their thermal speed \(\sqrt{k_BT/m}\) for a mass of 0.27, so their response is mostly absorptive. With their delayed response included, for \(\mathbf q\) along \([111]\) and a mass of 0.27 in that direction, the quadrupole term is lowered in size by only about 0.02% at \(10^{16}\) cm\(^{-3}\) and by about 23% at \(7\times10^{18}\) cm\(^{-3}\).
